# Magnetic force theorem for anisotropy energy in the PAW method, part 1

(Sections cited here and not found follow in the second part.)

## The frozen band energy and a bound on its error

In a model p shell holding two electrons in an orthorhombic field, turning the spin axis from $x$ to $z$ raises the self-consistent free energy by 0.01155 eV. A single diagonalization for each axis, with potentials taken from a calculation without spin-orbit coupling, gives 0.01312 eV, which is 14% too much. If the interaction functional is restricted to the spin density along the chosen axis, the self-consistent result becomes 0.01310 eV, and the same frozen-potential number is then wrong by 0.17%. Two things need explaining: why one diagonalization comes close at all, when the energies it replaces contain large interaction terms, and why its accuracy depends so strongly on what the functional sees.

The quantities involved are those of the projector augmented-wave (PAW) method. A smooth two-component spinor $\tilde\psi_n$ represents each electron state. Around each atom there are projectors $p_i$, all-electron partial waves $\phi_i$ and smooth partial waves $\tilde\phi_i$, and the full state is

$$
\psi_n=\tilde\psi_n+\sum_i(\phi_i-\tilde\phi_i)\langle p_i|\tilde\psi_n\rangle .
$$

Orthonormality of the full states becomes $\langle\tilde\psi_n|S|\tilde\psi_m\rangle=\delta_{nm}$, with

$$
S=1+\sum_{ij}|p_i\rangle q_{ij}\langle p_j|,\qquad
q_{ij}=\langle\phi_i|\phi_j\rangle-\langle\tilde\phi_i|\tilde\phi_j\rangle .
$$

The atoms do not move and the partial waves do not depend on spin, so $S$ is the same operator for every spin direction. With occupations $f_n$ between 0 and 1, the smooth density matrix is $P=\sum_nf_n|\tilde\psi_n\rangle\langle\tilde\psi_n|$, and the electron number is $\mathrm{Tr}\,PS=N$.

Let $\sigma_0$ be the unit matrix and $\sigma_1,\sigma_2,\sigma_3$ the Pauli matrices. The interaction energy depends on $P$ through the smooth densities and the on-site occupancies,

$$
\tilde\rho_s(\mathbf r)=\sum_nf_n\tilde\psi_n^\dagger(\mathbf r)\sigma_s\tilde\psi_n(\mathbf r),\qquad
\rho^s_{ij}=\sum_nf_n\langle\tilde\psi_n|p_i\rangle\sigma_s\langle p_j|\tilde\psi_n\rangle .
$$

The component $s=0$ is charge and the other three are spin. The word occupancy thus has two meanings, the Fermi occupations $f_n$ and the on-site matrix $\rho_{ij}^s$; both are allowed to change below. I write $\rho$ for the whole set $\{\tilde\rho_s,\rho^s_{ij}\}$.

Without spin-orbit coupling the energy is $\mathrm{Tr}\,Ph+F[\rho]$. The operator $h$ collects what is linear in $P$: kinetic energy, external potential and fixed on-site terms. The functional $F$ holds the Hartree and exchange-correlation energies, on the smooth grid and on site. Its first variation defines the potentials,

$$
\delta F=\sum_s\int\tilde v_s\,\delta\tilde\rho_s\,d^3r
+\sum_{s,ij}D^s_{ij}\,\delta\rho^s_{ij}\equiv v\cdot\delta\rho . \tag{1}
$$

The dot is shorthand for the integral plus the on-site sum. The compensation charge $\sum_{ij}\rho^0_{ij}\hat Q_{ij}(\mathbf r)$, which enters the Hartree energy together with $\tilde\rho_0$, makes $D^0_{ij}$ contain $\int v_H\hat Q_{ij}\,d^3r$, where $v_H$ is the Hartree potential. This term is already part of the derivative in (1) and must not be added again. The fixed on-site terms in $h$ complete the usual scalar-relativistic $D_{ij}$. Here "scalar" means without spin-orbit coupling; the spin components of $D_{ij}$ are included.

The operator belonging to these potentials is

$$
\hat v=\sum_s\tilde v_s(\mathbf r)\sigma_s+\sum_{s,ij}|p_i\rangle D^s_{ij}\sigma_s\langle p_j| .
$$

Taking its expectation value in each state, multiplying by $f_n$ and comparing with the definitions of $\tilde\rho_s$ and $\rho_{ij}^s$ gives $\mathrm{Tr}\,P\hat v=v\cdot\rho$. This identity carries the PAW terms through the proof: freezing $\tilde v$ and $D_{ij}$ together freezes one linear functional of $\rho$.

Spin-orbit coupling adds $\xi(r)\,\mathbf L\cdot\boldsymbol\sigma/2$ inside the atomic spheres. In atomic units $\xi(r)=(\alpha^2/2)\,r^{-1}dV/dr$, where $\alpha$ is the fine-structure constant and $V$ the spherical potential energy of the electron. Using the partial waves and neglecting the coupling outside the spheres,

$$
V_{so}=\tfrac12\sum_{ij}|p_i\rangle\,\xi_{ij}\,\mathbf L_{ij}\cdot\boldsymbol\sigma\,\langle p_j| ,
$$

where $\xi_{ij}$ is the radial integral of $\xi(r)$ between partial waves $i$ and $j$, and $\mathbf L_{ij}$ is the angular-momentum matrix between their angular parts. I hold $\xi_{ij}$ fixed. If it were recomputed from the changing density, $V_{so}$ would no longer be a fixed linear term, and the argument below would not apply as it stands.

Let $T$ denote the thermal or smearing energy, with Boltzmann's constant absorbed, and $\mathcal S$ the dimensionless entropy,

$$
\mathcal S=-\sum_n\left[f_n\ln f_n+(1-f_n)\ln(1-f_n)\right].
$$

For spin axis $\mathbf n$ the self-consistent free energy is

$$
A_{\mathbf n}=\min_P\left\{\mathrm{Tr}\,P(h+V_{so})+F[\rho(P)]-T\mathcal S[P]\right\}. \tag{2}
$$

An unrestricted minimum would let the spin turn to the easiest axis, and $A_{\mathbf n}$ would not depend on $\mathbf n$. I therefore take $\mathbf n$ along a rotation axis of the crystal or molecule, and minimize among states that are invariant when space and spin are rotated together about it. Such a rotation, for instance a twofold one, does not leave a net transverse moment unchanged, so the net moment has no transverse part. Other directions, which in general need a constraining field, are not treated here. I also assume that the minimizing state is the one that develops from the scalar magnetic solution, not a different magnetic state of lower energy.

The reference is the collinear self-consistent state without $V_{so}$. Its density, with the spin axis turned to $\mathbf n$, is called $\rho_0$, and its potentials are $v_0$. Turning the axis means applying one constant spin rotation $u$ to all spinors. It leaves charge components unchanged and rotates the three spin components as a vector; write this as $\rho\to\mathcal R\rho$. The operators $h$ and $S$ are unit matrices in spin and do not change. I assume $F[\mathcal R\rho]=F[\rho]$, as holds for a functional built from the charge density and rotationally invariant combinations of the spin density. Varying both sides gives

$$
v[\mathcal R\rho]\cdot\mathcal R\,\delta\rho=v[\rho]\cdot\delta\rho .
$$

Since $\mathcal R$ is linear, $\delta\rho$ may be replaced by $\rho$ itself. Hence $v\cdot\rho$ is also unchanged, and the combination

$$
F[\rho_0]-v_0\cdot\rho_0 \tag{3}
$$

has the same value for all axes. The operator $V_{so}$ is what distinguishes them, because $\mathbf L$ stays tied to the lattice while the spin is turned.

Now freeze the potentials and define

$$
H_{\mathbf n}=h+V_{so}+\hat v_0,\qquad
\Omega_{\mathbf n}=\min_P\left\{\mathrm{Tr}\,PH_{\mathbf n}-T\mathcal S[P]\right\}. \tag{4}
$$

One diagonalization, $H_{\mathbf n}\tilde\psi_n=\varepsilon_nS\tilde\psi_n$, solves this problem. To see that Fermi occupations give the minimum, pass to orthonormal coordinates, $X=S^{1/2}PS^{1/2}$ and $\bar H=S^{-1/2}H_{\mathbf n}S^{-1/2}$. Let $x_m$ and $|m\rangle$ be the eigenvalues and eigenvectors of a trial $X$, and let $|n\rangle$ be the eigenvectors of $\bar H$. Put $w_{mn}=|\langle m|n\rangle|^2$, whose rows and columns each sum to one. With $g(x)=T[x\ln x+(1-x)\ln(1-x)]$ and a chemical potential $\mu$,

$$
\mathrm{Tr}\,X(\bar H-\mu)-T\mathcal S
=\sum_{mn}w_{mn}\left[x_m(\varepsilon_n-\mu)+g(x_m)\right].
$$

The bracket is strictly convex in $x_m$. Its derivative, $\varepsilon_n-\mu+T\ln[x_m/(1-x_m)]$, vanishes at $x_m=f_n=[1+e^{(\varepsilon_n-\mu)/T}]^{-1}$, so the bracket is at least $f_n(\varepsilon_n-\mu)+g(f_n)$. Summing over $m$ removes $w_{mn}$. Choosing $\mu$ so that $\sum_nf_n=N$ makes the term $\mu N$ common to both sides, and therefore

$$
\Omega_{\mathbf n}=\sum_nf_n\varepsilon_n-T\mathcal S .
$$

Equality requires $x_m=f_n$ wherever $w_{mn}\neq0$, so the minimizing matrix is unique. It then has every symmetry of $H_{\mathbf n}$. I assume that the reference density keeps the rotation symmetry about $\mathbf n$, which an open shell can break; the minimizing matrix then belongs to the symmetry class used in (2). Call it $P_f$ and its density $\rho_f$. The self-consistent minimizer is $P_*$, with density $\rho_*$.

The band energy counts the interaction through a linear term. Restoring the constant (3) gives an approximation to the total free energy,

$$
A^H_{\mathbf n}=\Omega_{\mathbf n}+F[\rho_0]-v_0\cdot\rho_0 . \tag{5}
$$

For two axes the added constant cancels, so $\Delta\Omega=\Delta A^H$ without approximation. It remains to compare $A^H_{\mathbf n}$ with $A_{\mathbf n}$. The part of $F$ beyond its linear expansion is

$$
W(\rho)=F[\rho]-F[\rho_0]-v_0\cdot(\rho-\rho_0). \tag{6}
$$

If $F$ is twice continuously differentiable near $\rho_0$, with second derivative $K$, then Taylor's formula gives

$$
W(\rho)=\int_0^1(1-t)\,\delta\cdot K[\rho_0+t\delta]\cdot\delta\,dt,
\qquad\delta=\rho-\rho_0 .
$$

This is quadratic in the change, since the two terms of lower order have been subtracted.

First use the self-consistent state as a trial state in the frozen problem (4). Its value cannot lie below the minimum:

$$
\begin{aligned}
\Omega_{\mathbf n}&\le\mathrm{Tr}\,P_*(h+V_{so})-T\mathcal S[P_*]+v_0\cdot\rho_*\\
&=A_{\mathbf n}-F[\rho_*]+v_0\cdot\rho_* .
\end{aligned}
$$

The second line uses (2) at its minimum. Adding (3) to both sides and recognizing (6) gives $A^H_{\mathbf n}\le A_{\mathbf n}-W(\rho_*)$.

Next use the frozen-potential state as a trial state in the full problem (2):

$$
\begin{aligned}
A_{\mathbf n}&\le\mathrm{Tr}\,P_f(h+V_{so})-T\mathcal S[P_f]+F[\rho_f]\\
&=\Omega_{\mathbf n}-v_0\cdot\rho_f+F[\rho_f]\\
&=A^H_{\mathbf n}+W(\rho_f).
\end{aligned}
$$

The last line inserts $\Omega_{\mathbf n}=A^H_{\mathbf n}-F[\rho_0]+v_0\cdot\rho_0$. Together,

$$
-W(\rho_f)\le A^H_{\mathbf n}-A_{\mathbf n}\le-W(\rho_*). \tag{7}
$$

Both ends are quadratic in density changes. For axes $\mathbf n$ and $\mathbf n'$ the theorem follows:

$$
\Omega_{\mathbf n}-\Omega_{\mathbf n'}
=A_{\mathbf n}-A_{\mathbf n'}+O(\delta^2), \tag{8}
$$

where $\delta$ stands for the changes $\rho_f-\rho_0$ and $\rho_*-\rho_0$ on either axis. No term linear in $\delta\tilde\rho_s$ or $\delta\rho^s_{ij}$ is left. The trial matrices were free to differ in their orbitals and in their Fermi occupations, so changes of $f_n$ need no separate treatment. The coupling $V_{so}$ is not expanded anywhere in this argument. What must be small is the response of the density to it.

For two spin axes, the difference in frozen-potential band free energy equals the self-consistent difference up to terms quadratic in the density changes, with changes of orbitals and Fermi occupations both included. What remains is to find the size of this error, how it depends on the spin-orbit coupling and on what the functional sees, and to test the result numerically.
